\section*{Magic wavelength of the hydrogen $1s$--$2s$ transition near 514.6 nm, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am trying to compute the magic wavelength of the hydrogen $1s$--$2s$ transition, the laser wavelength at which both levels have the same light shift. I expect it near 514.6 nm. I work with the Schr\"odinger equation, and I am stuck on three points.

First, I can write $\alpha(\omega)$ as a sum over $np$ states, but the continuum is not negligible and I do not see how to sum it. Is there a closed form for $1s$ and $2s$?

Second, the $2s$--$2p$ dipole matrix element is large and the energy difference is zero. In the static formula this term is infinite. What is it at optical frequency, and does it move the magic wavelength?

Third, my truncated sums cross at a slightly shorter wavelength than I expect, and adding more states does not seem to close the gap. What is missing, and how do I know that the crossing I found is the only one in that region?

\section*{Answer}

Hartree atomic units are used. Until Section 6 the nucleus is fixed, $H=p^2/2-1/r$ and $E_n=-1/(2n^2)$. The light is linearly polarised and treated in the electric dipole approximation; spin enters only in Section 7. The frequency obeys $0<\omega<1/8$, so that one photon cannot ionise $2s$. The main numerical results come from the program printed, with its output, after this answer; intermediate arithmetic and rough estimates are worked out in the text.

\section{Light shift and polarisability}

An electron of charge $-1$ in the field $F\cos\omega t$ along $z$ has the interaction $Fz\cos\omega t$. The Hamiltonian is periodic, so we look for Floquet solutions $\psi=e^{-i\varepsilon t}\sum_q \phi_q e^{-iq\omega t}$. With $\cos\omega t=\tfrac12(e^{i\omega t}+e^{-i\omega t})$, the coefficient of $e^{-i(\varepsilon+q\omega)t}$ in the Schr\"odinger equation is
\begin{equation}
(H-\varepsilon-q\omega)\phi_q+\tfrac{F}{2}z\,(\phi_{q-1}+\phi_{q+1})=0 .
\end{equation}
At zeroth order $\phi_0=|ns\rangle$ and $\varepsilon=E_n$. The equations for $q=\pm1$ give, to first order, $\phi_{\pm1}=-\tfrac F2(H-E_n\mp\omega)^{-1}z|ns\rangle$. Projecting the $q=0$ equation on $\langle ns|$ gives $\varepsilon-E_n=\tfrac F2\langle ns|z|\phi_1+\phi_{-1}\rangle$, that is
\begin{align}
\varepsilon-E_n&=-\tfrac14\,\alpha_n(\omega)F^2,\qquad
\alpha_n(\omega)=P_n(E_n+\omega)+P_n(E_n-\omega), \label{alpha}\\
P_n(E)&=\langle ns|z\,(H-E)^{-1}z|ns\rangle .
\end{align}
The $2s$--$2p$ degeneracy does not spoil this step. Within the $q=0$ block the second-order coupling contains $z$ twice and conserves parity, so it cannot mix $2s$ with $2p$. The $2p$ state appears only in the blocks $q=\pm1$, where the denominator is $\mp\omega$ and not zero. The expansion needs $F$ times each dipole matrix element to be small compared with the corresponding denominator.

Inserting the eigenstates $|j\rangle$ of $H$, the continuum included, with $\omega_j=E_j-E_n$,
\begin{equation}
\alpha_n=\sum_j|z_{jn}|^2\Big[\frac1{\omega_j-\omega}+\frac1{\omega_j+\omega}\Big]
=\sum_j\frac{f_j}{\omega_j^2-\omega^2},\qquad f_j=2\omega_j|z_{jn}|^2 . \label{sos}
\end{equation}
The $f_j$ sum to one. Indeed $[H,z]=-ip_z$, so $[z,[H,z]]=1$, while the expectation value of $[z,[H,z]]=2zHz-z^2H-Hz^2$ in $|ns\rangle$ is $2\sum_j\omega_j|z_{jn}|^2$.

Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the vector $z|ns\rangle$ is a pure $p$ wave. With $u=rR$ the radial function and $H_1=-\tfrac12\partial_r^2+r^{-2}-r^{-1}$,
\begin{equation}
P_n(E)=\tfrac13\int_0^\infty r\,u_{ns}\,g\,dr,\qquad (H_1-E)\,g=r\,u_{ns}, \label{radial}
\end{equation}
where $u_{1s}=2re^{-r}$ and $u_{2s}=2^{-1/2}r(1-r/2)e^{-r/2}$.

\section{A discrete series that contains the continuum}

The inhomogeneous equation in \eqref{radial} is solved in a basis fitted to the energy $E$. Put $E=-\kappa^2/2$, $\nu=1/\kappa$, $x=2\kappa r$. The Laguerre polynomials $L_k\equiv L_k^{3}$ are defined by
\begin{equation}
\mathcal G(x,t)=\sum_{k\ge0}L_k(x)t^k=(1-t)^{-4}e^{-xa},\qquad a=\frac t{1-t}.
\end{equation}
Three properties follow from $\mathcal G$. First, because $t\,\partial_ta=t/(1-t)^2=a^2+a$,
\begin{equation}
x\mathcal G_{xx}+(4-x)\mathcal G_x+t\mathcal G_t=\mathcal G\,[xa^2-(4-x)a+4a-x(a^2+a)]=0,
\end{equation}
so $xL_k''+(4-x)L_k'+kL_k=0$. Second, since $1+\frac t{1-t}+\frac{t'}{1-t'}=\frac{1-tt'}{(1-t)(1-t')}$ and $\int_0^\infty x^3e^{-cx}dx=6/c^4$,
\begin{equation}
\int_0^\infty x^3e^{-x}\mathcal G(x,t)\mathcal G(x,t')\,dx=\frac6{(1-tt')^4}=\sum_k C_k(tt')^k,
\end{equation}
with $C_k=(k+3)!/k!=N(N^2-1)$ and $N=k+2$; the polynomials are orthogonal with norm $C_k$. Third,
\begin{equation}
\int_0^\infty r^3e^{-(\beta+\kappa)r}\mathcal G(2\kappa r,t)\,dr=\frac{6}{[(\beta+\kappa)(1-t)+2\kappa t]^4}=\frac{6}{[(\beta+\kappa)-(\beta-\kappa)t]^4},
\end{equation}
and the coefficient of $t^k$ is
\begin{equation}
B_k(\beta)=\int_0^\infty r^3e^{-(\beta+\kappa)r}L_k(2\kappa r)\,dr=C_k\frac{(\beta-\kappa)^k}{(\beta+\kappa)^{k+4}} . \label{B}
\end{equation}

The Coulomb Sturmian functions for $l=1$ are $S_k=wL_k$ with $w=x^2e^{-x/2}$. From $w'/w=2/x-\tfrac12$ and $w''/w=2/x^2-2/x+\tfrac14$, and with the Laguerre equation in the form $L_k''+(4/x-1)L_k'=-kL_k/x$, one gets $\partial_x^2S_k=(2/x^2-N/x+\tfrac14)S_k$. As $\partial_r^2=4\kappa^2\partial_x^2$, the kinetic term is $-\tfrac12\partial_r^2S_k=(-r^{-2}+\kappa N/r-\kappa^2/2)S_k$, and therefore
\begin{equation}
(H_1-E)S_k=\frac{\kappa N-1}{r}S_k,\qquad \int_0^\infty S_kS_j\frac{dr}r=\int_0^\infty x^3e^{-x}L_kL_j\,dx=C_k\delta_{kj}.
\end{equation}
The Laguerre polynomials are complete for the weight $x^3e^{-x}$, so the countable set $S_k$ spans what bound and continuum states span together. Write $g=\sum_kc_kS_k$, multiply \eqref{radial} by $S_k$ and integrate: $c_k(\kappa N-1)C_k=I_k$ with $I_k=\int S_k\,r\,u_{ns}\,dr$. Then
\begin{equation}
P_n(E)=\frac13\sum_{k\ge0}\frac{I_k^2}{C_k(\kappa N-1)} . \label{series}
\end{equation}

The overlaps come from \eqref{B}, each extra power of $r$ being $-\partial_\beta$. With $(k+4)(\beta-\kappa)-k(\beta+\kappa)=4\beta-2\kappa N$,
\begin{equation}
A_k(\beta)=-\partial_\beta B_k=2C_k(2\beta-\kappa N)\frac{(\beta-\kappa)^{k-1}}{(\beta+\kappa)^{k+5}},
\end{equation}
and with $(k-1)(\beta+\kappa)-(k+5)(\beta-\kappa)=2\kappa N-6\beta$,
\begin{equation}
\partial_\beta A_k=2C_k\frac{(\beta-\kappa)^{k-2}}{(\beta+\kappa)^{k+6}}\big[2(\beta^2-\kappa^2)+(2\beta-\kappa N)(2\kappa N-6\beta)\big].
\end{equation}
Now $S_k=4\kappa^2r^2e^{-\kappa r}L_k$. For $1s$, $ru=2r^2e^{-r}$ and $I_k=8\kappa^2A_k(1)$. For $2s$, $ru=2^{-1/2}(r^2-r^3/2)e^{-r/2}$; the $r^5$ integral is $-\partial_\beta A_k$ and carries the factor $-\tfrac12$, so $I_k=2\sqrt2\,\kappa^2[A_k+\tfrac12\partial_\beta A_k]_{\beta=1/2}$. Writing $A_k$ over the same powers as $\partial_\beta A_k$ supplies a factor $\beta^2-\kappa^2$, and the bracket at $\beta=\tfrac12$ becomes $(1-\kappa N)(\tfrac14-\kappa^2)+(\tfrac14-\kappa^2)+(1-\kappa N)(\kappa N-\tfrac32)$. Hence
\begin{align}
I_k^{1s}&=16\kappa^2C_k(2-\kappa N)\frac{(1-\kappa)^{k-1}}{(1+\kappa)^{k+5}},\\
I_k^{2s}&=4\sqrt2\,\kappa^2C_k\,Q\,\frac{(\frac12-\kappa)^{k-2}}{(\frac12+\kappa)^{k+6}},\qquad
Q=(2-\kappa N)(\tfrac14-\kappa^2)+(1-\kappa N)(\kappa N-\tfrac32).
\end{align}

Define $\zeta=[(\nu-n)/(\nu+n)]^2$, which equals $[(\beta-\kappa)/(\beta+\kappa)]^2$ at $\beta=1/n$; then $\zeta^N$ carries the exponents $\pm(2k+4)$. For $1s$ the square of the power factors is $\zeta^N(1-\kappa^2)^{-6}=\zeta^N\nu^{12}/(\nu^2-1)^6$; further $\kappa^4=\nu^{-4}$, $(2-\kappa N)^2=(2\nu-N)^2/\nu^2$ and $1/(\kappa N-1)=\nu/(N-\nu)$, which leaves $2^8\nu^7$. For $2s$ the power factors give $\zeta^N(\frac14-\kappa^2)^{-8}=\zeta^N4^8\nu^{16}/(\nu^2-4)^8$, and $Q=T_2/(4\nu^3)$ with $T_2$ below; the constant is $32\cdot4^8/16=2^{17}$ and the power of $\nu$ is $-4+16-6+1=7$. Both cases read
\begin{equation}
P_n=\frac{2^{a_n}\nu^7}{3(\nu^2-n^2)^{2n+4}}\sum_{N\ge2}\frac{N(N^2-1)\,T_n^2\,\zeta^N}{N-\nu},\qquad a_1=8,\quad a_2=17, \label{Tform}
\end{equation}
\begin{align}
T_1&=2\nu-N,\\
T_2&=(2\nu-N)(\nu^2-4)+2\nu(\nu-N)(2N-3\nu)=-4\nu N^2+(9\nu^2+4)N-4\nu(\nu^2+2).
\end{align}
For any $E<0$ one has $\zeta<1$, so the series converges geometrically; at threshold $\nu\to\infty$, $\zeta\to1$, and the construction ends.

\section{Closed form and dipole strengths}

The polynomial $G_n(N)=N(N^2-1)T_n^2=\sum_jg_jN^j$ vanishes at $N=0$ and $1$, so the sum may start at $N=0$. Divide, $G_n(N)=(N-\nu)W_n(N)+G_n(\nu)$, where the coefficients of $W_n=\sum_jw_jN^j$ follow from $w_{j-1}=g_j+\nu w_j$. The remainders are $G_1(\nu)=\nu^3(\nu^2-1)$ and, as $T_2(\nu)=\nu(\nu^2-4)$, $G_2(\nu)=\nu^3(\nu^2-1)(\nu^2-4)^2$. The remainder multiplies
\begin{equation}
\sum_{N\ge0}\frac{\zeta^N}{N-\nu}=-\frac1\nu\,\Phi,\qquad \Phi={}_2F_1(1,-\nu;1-\nu;\zeta),
\end{equation}
because the $N$th coefficient of that hypergeometric series is $(1)_N(-\nu)_N/[(1-\nu)_NN!]=-\nu/(N-\nu)$.

The quotient needs $\sigma_j=\sum_NN^j\zeta^N=(\zeta\,d/d\zeta)^j(1-\zeta)^{-1}$. Repeated differentiation gives $\sigma_j=\zeta e_j(\zeta)/(1-\zeta)^{j+1}$ for $j\ge1$, where the palindromic polynomials $e_1,\dots,e_6$ have the coefficients $(1)$, $(1,1)$, $(1,4,1)$, $(1,11,11,1)$, $(1,26,66,26,1)$, $(1,57,302,302,57,1)$. Let $s=\nu^2$, $a=\nu-n$, $b=\nu+n$, $y=a^2+b^2=2(s+n^2)$ and $p=a^2b^2=(s-n^2)^2$. Then $1-\zeta=4n\nu/b^2$, $\sigma_0=b^2/(4n\nu)$ and $\sigma_j=pE_j/(4n\nu)^{j+1}$ with $E_j=b^{2j-2}e_j(a^2/b^2)$. Using $a^4+b^4=y^2-2p$, $a^6+b^6=y^3-3py$, $a^8+b^8=y^4-4py^2+2p^2$ and $a^{10}+b^{10}=y^5-5py^3+5p^2y$,
\begin{align}
&E_1=1,\quad E_2=y,\quad E_3=y^2+2p,\quad E_4=y^3+8py,\nonumber\\
&E_5=y^4+22py^2+16p^2,\quad E_6=y^5+52py^3+136p^2y .
\end{align}

\emph{The $1s$ state.} Here $G_1=N^5-4\nu N^4+(4s-1)N^3+4\nu N^2-4sN$, so $W_1=N^4-3\nu N^3+(s-1)N^2+\nu(s+3)N+s(s-1)$. For $n=1$, $E_2=2(s+1)$, $E_3=2(3s^2+2s+3)$ and $E_4=8(s+1)(3s^2-2s+3)$. Over the common factor $p/(128\nu^5)$ the terms $j=4,3,2,1$ are
\begin{equation}
(3s^3+s^2+s+3)-(9s^3+6s^2+9s)+(4s^3-4s)+(8s^3+24s^2)=6s^3+19s^2-12s+3,
\end{equation}
and the term $j=0$ is $\nu(s-1)(\nu+1)^2/4$. Multiplying by $2^8\nu^7/[3(s-1)^6]$ and taking the denominator $(\nu-1)^5(\nu+1)^4$, the numerator is $2\nu^2[(6\nu^6+19\nu^4-12\nu^2+3)(\nu-1)+32\nu^6(\nu+1)]$. Thus
\begin{align}
P_1={}&\frac{2\nu^2(38\nu^7+26\nu^6+19\nu^5-19\nu^4-12\nu^3+12\nu^2+3\nu-3)}{3(\nu-1)^5(\nu+1)^4}\nonumber\\
&-\frac{2^8\nu^9}{3(\nu^2-1)^5}\,\Phi . \label{P1}
\end{align}

\emph{The $2s$ state.} Squaring, $T_2^2=\sum_it_iN^i$ with $t_4=16s$, $t_3=-\nu(72s+32)$, $t_2=113s^2+136s+16$, $t_1=-\nu(72s^2+176s+64)$, $t_0=16s^3+64s^2+64s$. Multiplication by $N^3-N$ gives $g_j=t_{j-3}-t_{j-1}$, and the recursion gives
\begin{align}
&w_6=16s,\quad w_5=-8\nu(7s+4),\quad w_4=57s^2+88s+16,\nonumber\\
&w_3=-\nu(15s^2+16s+16),\quad w_2=s^3-65s^2-88s-16,\nonumber\\
&w_1=\nu(s^3+7s^2+88s+48),\quad w_0=s(s-1)(s-4)^2 .
\end{align}
For $n=2$, $E_2=2(s+4)$, $E_3=6s^2+16s+96$, $E_4=8(s+4)(3s^2-8s+48)$, $E_5=8(15s^4+32s^2+3840)$ and $E_6=16(s+4)(45s^4-240s^3+992s^2-3840s+11520)$. Over the common factor $p/(8192\nu^5)$ the terms $w_j\sigma_j$ are
\begin{align}
j=6:&\quad 45s^5-60s^4+32s^3+128s^2-3840s+46080,\nonumber\\
j=5:&\quad -210s^5-120s^4-448s^3-256s^2-53760s-30720,\nonumber\\
j=4:&\quad 342s^5+984s^4+2624s^3+24832s^2+34304s+6144,\nonumber\\
j=3:&\quad -180s^5-672s^4-3584s^3-3584s^2-3072s,\nonumber\\
j=2:&\quad 32s^5-1952s^4-11136s^3-11776s^2-2048s,\nonumber\\
j=1:&\quad 128s^5+896s^4+11264s^3+6144s^2 .\nonumber
\end{align}
Their sum is $157s^5-924s^4-1248s^3+15488s^2-28416s+21504$, which two divisions by $s-4$ reduce to $(s-4)^2(157s^3+332s^2-1104s+1344)$. The term $j=0$ is $\nu(s-1)(s-4)^2(\nu+2)^2/8$. Multiplying by $2^{17}\nu^7/[3(s-4)^8]$ and taking the denominator $(\nu-2)^6(\nu+2)^4$, the numerator is $16\nu^2[(157\nu^6+332\nu^4-1104\nu^2+1344)(\nu-2)^2+1024\nu^6(\nu^2-1)]$. Thus
\begin{align}
P_2={}&\frac{16\nu^2\,\Pi(\nu)}{3(\nu-2)^6(\nu+2)^4}-\frac{2^{17}\nu^9(\nu^2-1)}{3(\nu^2-4)^6}\,\Phi, \label{P2}\\
\Pi={}&1181\nu^8-628\nu^7-64\nu^6-1328\nu^5+224\nu^4\nonumber\\
&+4416\nu^3-3072\nu^2-5376\nu+5376 .\nonumber
\end{align}
Both rational parts coincide with those the program obtains symbolically. In \eqref{alpha} the arguments are $\nu_\pm=[n^{-2}\mp2\omega]^{-1/2}$. The high-order poles at $\nu=n$ belong to the two pieces separately. By \eqref{sos} the true $P_1$ is regular at $\nu=1$ and the true $P_2$ has a simple pole at $\nu=2$, so for small $\omega$ the closed forms lose many digits by cancellation and \eqref{series} is the better tool.

The poles at $\nu=m$ are the $mp$ levels. Near one, $E_m-E=(m^2-\nu^2)/(2m^2\nu^2)\simeq(m-\nu)/m^3$, and $P_n\simeq|z_{mn}|^2m^3/(m-\nu)$. Comparing with the term $N=m$ of \eqref{Tform} at $\nu=m$, where $G_n(m)$ is the remainder found above,
\begin{equation}
|\langle mp|z|1s\rangle|^2=\frac{2^8m^7(m-1)^{2m-5}}{3(m+1)^{2m+5}},\qquad
|\langle mp|z|2s\rangle|^2=\frac{2^{17}m^7(m^2-1)(m-2)^{2m-6}}{3(m+2)^{2m+6}},
\end{equation}
the second for $m\ge3$. It gives $|z|^2=3.131031,\ 0.548078,\ 0.199667$ and $f=0.434865,\ 0.102765,\ 0.041930$ for $3p$, $4p$, $5p$, whose lines lie at $\omega_3=5/72$, $\omega_4=3/32$, $\omega_5=21/200$. For $m=2$ the integral is done directly with $u_{2p}=r^2e^{-r/2}/\sqrt{24}$:
\begin{equation}
\int u_{2p}\,r\,u_{2s}\,dr=\frac{4!-5!/2}{\sqrt{48}}=-3\sqrt3,\qquad |\langle2p|z|2s\rangle|^2=\frac{27}3=9 .
\end{equation}

The program tests these results by independent routes. It asserts the Sturmian equation symbolically for $k=0,1,2$, the norms, overlaps and dipole strengths by quadrature, and the agreement of \eqref{P1}, \eqref{P2} with \eqref{series}. It also diagonalises the radial Hamiltonian in a Legendre basis in a box, which uses no Laguerre function, and asserts the sum rule to $10^{-7}$ and both polarisabilities to $10^{-5}$ a.u.\ (absolute) at three frequencies.

The polarisabilities of $1s$ and $2s$ now have a convergent series and a closed form, both with the continuum included. It remains to settle the $2p$ term at optical frequency, to locate the crossing and test its uniqueness, and to find what the truncated sums miss.
